# Bilayer curvature at arbitrary thickness ratio and the correction to Stoney's formula

## 1. A foil that bends too little

A tantalum coating 20 µm thick sits on a tantalum foil 100 µm thick. After deposition the coating tries to shrink by a strain of $4.0\times10^{-4}$. Stoney's formula predicts a curvature of 4.80 m⁻¹. The elastic bilayer theory gives 2.78 m⁻¹, only 58% as much. Coating and foil have the same elastic constants here, and the thickness ratio is just 0.20. Why is the reduction so large?

These notes derive the curvature for any thickness ratio and any ratio of moduli. For equal moduli, Stoney's curvature is divided by $(1+h)^3$, where $h$ is the film-to-substrate thickness ratio. This holds when "stress" in Stoney's formula has one particular meaning, and when the film carries a fixed mismatch strain. Both conditions are examined below.

## 2. Definitions and assumptions

The film has thickness $h_f$, Young's modulus $E_f$ and Poisson's ratio $\nu_f$; the substrate has $h_s$, $E_s$ and $\nu_s$. Define

$$h=\frac{h_f}{h_s},\qquad M=\frac{E}{1-\nu},\qquad m=\frac{M_f}{M_s}.$$

$M$ is the biaxial modulus. Under equal in-plane stresses $\sigma$ and no normal stress, Hooke's law gives the elastic in-plane strain $(\sigma-\nu\sigma)/E=\sigma/M$.

The substrate is initially flat and free of stress. To fit it while flat, the film must be stretched equally in all in-plane directions by the **mismatch strain** $\varepsilon_m$. The film stress with the substrate held flat and undeformed is the **mismatch stress**

$$\sigma_m=M_f\varepsilon_m .$$

Tension is positive. A film that wants to shrink has $\varepsilon_m>0$.

Both layers are linearly elastic, isotropic in the plane and perfectly bonded. Deflections are small, and we look at points several thicknesses from the edge. Stoney's curvature, written with the mismatch stress, is

$$\kappa_{\rm St}=\frac{6\sigma_m h_f}{M_s h_s^2}=\frac{6\varepsilon_m mh}{h_s}.$$

It will come out as the thin-film limit.

## 3. The deformation

Put $z=0$ at the interface, with the film at $0<z<h_f$ and the substrate at $-h_s<z<0$. Try the displacement

$$u_r=r(\varepsilon_0-\kappa z),\qquad u_z=\tfrac12\kappa r^2+g(z).$$

For $\kappa>0$ the edges rise and the film side is concave. Both in-plane strains, $\partial u_r/\partial r$ and $u_r/r$, equal $\varepsilon_0-\kappa z$. The constant $\varepsilon_0$ is the substrate strain at the interface.

This is an elastic solution, as three checks show.

- The shear strain vanishes: $\partial u_r/\partial z+\partial u_z/\partial r=-\kappa r+\kappa r=0$.
- The function $g(z)$ is free, so its slope in each layer can be chosen to make the normal stress zero.
- The radial and hoop stresses are equal and depend on $z$ alone, so radial equilibrium, $\partial\sigma_r/\partial r+(\sigma_r-\sigma_\theta)/r=0$, is satisfied.

The in-plane stresses are therefore

$$\sigma=\begin{cases}M_s(\varepsilon_0-\kappa z), & -h_s<z<0,\\ M_f(\varepsilon_m+\varepsilon_0-\kappa z), & 0<z<h_f.\end{cases}$$

At a free edge these stresses should vanish at every height, which they do not. We can require zero resultant force and zero resultant moment. The remaining self-balanced edge stress disturbs a region about as wide as the plate is thick.

Finite-element calculations of a complete disc with a free edge tested this picture at $h=0.70$, with a radius of 20 total thicknesses. For $m=2$ and $\nu=0.3$ in both layers, the interior curvature agreed with the formula below to the printed 0.001%. For equal biaxial moduli but $\nu_f=0.2$ and $\nu_s=0.4$, the ratio to Stoney's curvature was 0.2036, against 0.2035 from the formula. This small excess, about 0.03%, is an effect of the finite radius: it halves when the radius is doubled. Apart from such a correction of order thickness over radius, Poisson's ratios enter the interior curvature only through $M$.

## 4. Force and moment balance

**Force.** Setting $\int\sigma\,dz=0$ gives

$$M_s\left(\varepsilon_0h_s+\frac{\kappa h_s^2}{2}\right)+M_f\left[(\varepsilon_m+\varepsilon_0)h_f-\frac{\kappa h_f^2}{2}\right]=0 .$$

The substrate's curvature term is positive because $z$ is negative there. Divide by $M_sh_s$ and write $q=\kappa h_s$:

$$(1+mh)\,\varepsilon_0+\tfrac12(1-mh^2)\,q=-mh\,\varepsilon_m. \tag{1}$$

**Moment.** Setting $\int\sigma z\,dz=0$ gives

$$M_s\left(-\frac{\varepsilon_0h_s^2}{2}-\frac{\kappa h_s^3}{3}\right)+M_f\left[\frac{(\varepsilon_m+\varepsilon_0)h_f^2}{2}-\frac{\kappa h_f^3}{3}\right]=0 .$$

Divide by $M_sh_s^2$:

$$-\tfrac12(1-mh^2)\,\varepsilon_0-\tfrac13(1+mh^3)\,q=-\tfrac12mh^2\varepsilon_m. \tag{2}$$

The moment may be taken about any height, since the total force is zero.

**Solution.** The determinant of (1) and (2) is

$$\begin{aligned}
\Delta&=-\tfrac13(1+mh)(1+mh^3)+\tfrac14(1-mh^2)^2\\
&=-\tfrac1{12}\left[4(1+mh+mh^3+m^2h^4)-3(1-2mh^2+m^2h^4)\right]\\
&=-\tfrac1{12}D,
\end{aligned}$$

with

$$D=1+4mh+6mh^2+4mh^3+m^2h^4 .$$

By Cramer's rule, the numerator for $q$ is

$$\begin{aligned}
&-\tfrac12(1+mh)mh^2\varepsilon_m-\tfrac12(1-mh^2)mh\,\varepsilon_m\\
&\quad=-\tfrac12mh\,\varepsilon_m\left[h+mh^2+1-mh^2\right]
=-\tfrac12mh(1+h)\varepsilon_m .
\end{aligned}$$

Dividing by $-D/12$ and restoring $\kappa=q/h_s$,

$$\boxed{\;\kappa=\frac{6\varepsilon_m}{h_s}\,\frac{mh(1+h)}{D},\qquad \frac{\kappa}{\kappa_{\rm St}}=\frac{1+h}{D}.\;} \tag{3}$$

The numerator for $\varepsilon_0$ is

$$\begin{aligned}
&\tfrac13mh(1+mh^3)\varepsilon_m+\tfrac14mh^2(1-mh^2)\varepsilon_m\\
&\quad=\tfrac1{12}mh\,\varepsilon_m\left[4+4mh^3+3h-3mh^3\right],
\end{aligned}$$

so

$$\varepsilon_0=-\frac{mh(4+3h+mh^3)}{D}\,\varepsilon_m. \tag{4}$$

The minus sign says that a film in tension compresses the substrate at the interface.

## 5. Equal moduli: where the cube comes from

For $m=1$ the coefficients in $D$ are binomial:

$$D=1+4h+6h^2+4h^3+h^4=(1+h)^4 .$$

Equation (3) becomes

$$\boxed{\;\kappa=\frac{\kappa_{\rm St}}{(1+h)^3}\;}\qquad(M_f=M_s). \tag{5}$$

There is a shorter route that shows the mechanism. Hold the bilayer flat and undeformed by forces at its edge. The film then carries a force $\sigma_mh_f$ per unit width, acting at its mid-height $z=h_f/2$. Releasing the edge applies this force to what is now elastically a single uniform plate of thickness $t=h_f+h_s$. Its midplane lies at $z=(h_f-h_s)/2$, so the lever arm is

$$\frac{h_f}{2}-\frac{h_f-h_s}{2}=\frac{h_s}{2}.$$

The arm does not depend on the film thickness. The plate's stiffness against spherical bending is $\int_{-t/2}^{t/2}M\zeta^2d\zeta=Mt^3/12$. Hence

$$\kappa=\frac{\sigma_mh_f\,h_s/2}{Mt^3/12}=\frac{6\sigma_mh_fh_s}{Mt^3}
=\frac{6\sigma_mh_f}{Mh_s^2}\left(\frac{h_s}{t}\right)^3 .$$

The last factor is $(1+h)^{-3}$. Stoney's formula has the right bending moment for equal moduli, but uses the stiffness of the bare substrate. At $h=0.20$ the coated foil is $1.2^3=1.73$ times stiffer, which answers the opening question.

## 6. Thin films, thick films and a maximum

**Thin film.** To first order in $h$, $1/D=1-4mh$, so

$$\frac{\kappa}{\kappa_{\rm St}}=1+(1-4m)h+O(h^2).$$

For equal moduli the first correction is $-3h$: a film of 1% relative thickness lowers the curvature by about 3% (the full ratio is 0.9706). A film with $m<1/4$ initially bends the substrate more than Stoney's formula says, because the longer lever arm then outweighs the added stiffness.

**Thick film.** For $h\to\infty$ at fixed $m$, $D\to m^2h^4$ and

$$\kappa\to\frac{6\varepsilon_m}{mh^2h_s}=\frac{6(M_s\varepsilon_m)h_s}{M_fh_f^2}.$$

This is Stoney's formula with the layers exchanged: the thin substrate now bends the thick film.

**Maximum.** For equal moduli, fixed $\varepsilon_m$ and fixed $h_s$,

$$\frac{\kappa h_s}{\varepsilon_m}=\frac{6h}{(1+h)^3},\qquad
\frac{d}{dh}\frac{6h}{(1+h)^3}=\frac{6(1-2h)}{(1+h)^4}.$$

The curvature peaks at $h=1/2$, where $\kappa h_s/\varepsilon_m=8/9$. Beyond this point a thicker film bends the substrate less. A single curvature below the peak value therefore corresponds to two film thicknesses.

## 7. Which stress belongs in Stoney's formula?

The film relaxes as the bilayer contracts and bends, so its final stress differs from $\sigma_m$. Its mean value is the stress at mid-height,

$$\bar\sigma_f=M_f\left(\varepsilon_m+\varepsilon_0-\tfrac12\kappa h_f\right).$$

From (4),

$$\varepsilon_m+\varepsilon_0=\varepsilon_m\frac{D-4mh-3mh^2-m^2h^4}{D}=\varepsilon_m\frac{1+3mh^2+4mh^3}{D},$$

and from (3), $\tfrac12\kappa h_f=3mh^2(1+h)\varepsilon_m/D$. Subtracting,

$$\bar\sigma_f=\sigma_m\frac{1+mh^3}{D}. \tag{6}$$

For $m=1$, use $1+h^3=(1+h)(1-h+h^2)$:

$$\bar\sigma_f=\sigma_m\frac{1-h+h^2}{(1+h)^3}.$$

If this relaxed mean stress is put into Stoney's formula, (5) is replaced by

$$\kappa=\frac{6\bar\sigma_fh_f}{M h_s^2}\,\frac{1}{1-h+h^2}.$$

For $0<h<1$ this factor exceeds one. In that range the same bilayer thus bends less than Stoney's formula predicts from the mismatch stress, and more than it predicts from the relaxed stress. The statement "reduced by $(1+h)^{-3}$" is true for $\sigma_m$.

## 8. Curvature recorded during growth

Equation (5) assumes the same mismatch strain throughout the film, measured from the original flat substrate. A growth process may instead deliver every new layer with the same stress $\sigma_a$, whatever the strain of the surface beneath it. This leads to another law.

Take equal moduli and a present total thickness $t$. A new layer $dh_f$ brings a force $\sigma_a\,dh_f$ at distance $t/2$ from the midplane. The curvature grows by

$$d\kappa=\frac{\sigma_a\,(t/2)\,dh_f}{Mt^3/12}=\frac{6\sigma_a}{Mt^2}\,dh_f. \tag{7}$$

With $t=h_s+h_f$, integration from zero film thickness gives

$$\kappa=\frac{6\sigma_a}{M}\left(\frac1{h_s}-\frac1{h_s+h_f}\right)
=\frac{6\sigma_ah_f}{Mh_s^2}\,\frac1{1+h}.$$

The reduction is $(1+h)^{-1}$, and there is no maximum.

Equation (7) also explains the maximum found for fixed mismatch strain. In that case a new layer must match the strained surface, and arrives with stress

$$M(\varepsilon_m+\varepsilon_0-\kappa h_f)
=\sigma_m\frac{1+3h^2+4h^3-6h^2(1+h)}{(1+h)^4}.$$

The numerator is $1-3h^2-2h^3=(1+h)^2(1-2h)$, so the arriving stress is $\sigma_m(1-2h)/(1+h)^2$. It vanishes at $h=1/2$: the surface has by then contracted to the size the film prefers. Later layers arrive in compression and reduce the curvature.

A curvature record from a thick film therefore needs a statement of how the strain arises before it can be turned into a stress.

## 9. The tantalum example

The example takes $E=186$ GPa and $\nu=0.34$ as rough inputs for tantalum, so $M=186/0.66=281.8$ GPa. The material inputs here and in section 10 are good to two figures at best; further digits only let the arithmetic be followed. The coating is assumed to shrink uniformly after deposition, and $\kappa$ is the resulting change of curvature. With $\varepsilon_m=4.0\times10^{-4}$,

$$\sigma_m=281.8\ {\rm GPa}\times4.0\times10^{-4}=112.7\ {\rm MPa},$$

$$\kappa_{\rm St}=\frac{6(4.0\times10^{-4})(0.20)}{100\times10^{-6}\ {\rm m}}=4.80\ {\rm m^{-1}},$$

$$\kappa=\frac{4.80\ {\rm m^{-1}}}{1.2^3}=2.78\ {\rm m^{-1}}.$$

The radius of curvature is 360 mm. Across a disc 10 mm in diameter, the centre-to-edge height is $\kappa R^2/2=34.7$ µm, with $R=5$ mm.

Someone who measured this curvature and applied Stoney's formula would infer 65.2 MPa. That is neither the mismatch stress, 112.7 MPa, nor the relaxed mean film stress, 54.8 MPa.

The film stress falls from 62.6 MPa at the interface to 47.0 MPa at its free face. The foil stress runs from −50.1 MPa at the interface to +28.2 MPa at its free face. The stress jump at the interface is $62.6+50.1=112.7$ MPa, which is $\sigma_m$, as it must be when both layers have the same modulus and the same total strain.

Had the coating instead grown with a constant arriving stress of 112.7 MPa, the factor would be 0.833 and the curvature 4.00 m⁻¹, 44% above the fixed-mismatch result. The strain history matters more here than any of the effects sized next.

## 10. What the model leaves out

**Texture.** A tantalum crystal is elastically anisotropic, so two tantalum layers with different grain orientations need not have equal moduli. With rough cubic constants $C_{11}=266$, $C_{12}=158$ and $C_{44}=87$ GPa, an equibiaxial stretch with no normal stress gives $M=236.3$ GPa for a (100) layer and 326.7 GPa for a (111) layer.

- A (111) film on a (100) foil has $m=1.382$ and $\kappa/\kappa_{\rm St}=0.483$.
- A (100) film on a (111) foil has $m=0.723$ and $\kappa/\kappa_{\rm St}=0.676$.

Against the equal-modulus value 0.579, these ratios shift by about 17% either way. Each ratio refers to Stoney's curvature for the same pair of layers, $6\varepsilon_m mh/h_s$, which itself contains $m$. At the fixed mismatch strain $4.0\times10^{-4}$ the order of the curvatures themselves is therefore reversed: they are 3.20 and 2.35 m⁻¹ respectively.

**Finite deflection.** A flat disc cannot become a spherical cap without in-plane stretching. Take equal moduli and equal Poisson's ratios, and let $N_r$ and $N_\theta$ be the membrane forces per width. For $u_z=\kappa r^2/2$ the midplane strains are $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$. Eliminating $u$ gives $(r\varepsilon_\theta)'-\varepsilon_r=-\kappa^2r^2/2$. With Hooke's law and equilibrium, $N_\theta=(rN_r)'$, this becomes

$$(rN_\theta)'-N_r=-\tfrac12Et\kappa^2r^2 .$$

The solution with a free edge is

$$N_r=A(R^2-r^2),\quad N_\theta=A(R^2-3r^2),\quad A=\frac{Et\kappa^2}{16},$$

since the left side is then $-8Ar^2$. Averaged over the disc, $N_r^2$, $N_\theta^2$ and $N_rN_\theta$ are $A^2R^4$ times $1/3$, $1$ and $0$. The mean membrane energy per area is

$$U=\frac{1}{2Et}\,\frac{4A^2R^4}{3}=\frac{Et\kappa^4R^4}{384}.$$

Let $\kappa_0$ be the small-deflection curvature. The bending energy is $(Mt^3/12)(\kappa-\kappa_0)^2$ per area. Minimizing its sum with $U$ gives

$$\frac{Mt^3}{6}(\kappa-\kappa_0)+\frac{Et\kappa^3R^4}{96}=0,$$

and, with $E/M=1-\nu$, the leading fractional loss is

$$\frac{\kappa_0-\kappa}{\kappa_0}\simeq\frac{1-\nu}{16}\left(\frac{\kappa_0R^2}{t}\right)^2 .$$

Here this is 1.38%. A nonlinear plate calculation that lets the curvature vary with radius gives a 1.30% loss of mean curvature (edge slope divided by $R$). The loss is not uniform: it is about 3% at the centre, $(2+\nu)$ times the leading formula to first order, and below 1% at the rim, so it depends on where the curvature is measured. While the loss is small it grows as $R^4$, so a much wider disc of the same foil would leave the small-deflection regime. The leading formula then overestimates the loss. A wide enough disc also stops being a spherical cap. Stretching depends on the product of the two principal curvatures, so the disc can relieve it by rolling towards a cylinder. For this foil, treated as ideally uniform, that happens at a diameter of roughly 30 mm. Beyond it, a calculation that assumes axial symmetry no longer gives the shape.

**Gravity and yield.** For a horizontal disc supported at its edge, plate theory gives a mean sag curvature of $3\rho g R^2/(2Mt^2)$. With $\rho=16.7$ g/cm³ this is 0.0015 m⁻¹, about 0.05% of $\kappa$. For the fixed-mismatch history and away from the edge, the largest relaxed stress is 0.31 of a rough yield stress of 200 MPa, so elastic behaviour is a reasonable assumption there. Close to the free edge the von Mises stress rises to about 90 MPa, just under half that yield stress. In the constant-arriving-stress history the last layer carries the full 112.7 MPa, 0.56 of it.

**Beside real coatings.** The example describes a thick coating on a foil. For a film 0.1 µm thick on a wafer 500 µm thick, $h=2\times10^{-4}$, and with equal moduli the thickness correction $-3h$ is only $-0.06$%. Real coatings also depart from uniform shrinkage and from the modulus of the foil. In this example, the constant-arriving-stress history moves the curvature by 44%, and the texture contrasts above move it by 15–16% at fixed mismatch strain. The factor $(1+h)^{-3}$ is a sound correction when the moduli are known to match, the mismatch strain is uniform through the film, both layers stay elastic and the deflection is small in the sense estimated above. The numerical output below lists further thickness ratios.

## Values computed for the example and the checks

```
Tantalum coating on tantalum foil (rough material data)
Young modulus: 186 GPa; Poisson ratio: 0.34
biaxial modulus: 281.8 GPa
film thickness: 20 um; foil: 100 um
disc diameter: 10 mm; ratio h: 0.20
mismatch strain: 4.0e-04
mismatch stress: 112.7 MPa
Stoney curvature: 4.800 1/m
factor (1+h)^-3: 0.5787
bilayer curvature: 2.778 1/m
bilayer radius of curvature: 360 mm
centre-to-edge height: 34.7 um
stress inferred by Stoney: 65.2 MPa
relaxed mean film stress: 54.8 MPa
interface strain e_0: -1.778e-04
film stress at interface: 62.6 MPa
film stress at free face: 47.0 MPa
foil stress at interface: -50.1 MPa
foil stress at free face: 28.2 MPa
Equal-modulus curvature ratios from energy minimization
h = 0.01: k/k_Stoney = 0.9706
h = 0.05: k/k_Stoney = 0.8638
h = 0.10: k/k_Stoney = 0.7513
h = 0.20: k/k_Stoney = 0.5787
h = 0.50: k/k_Stoney = 0.2963
h = 1.00: k/k_Stoney = 0.1250
thickness ratio at maximum curvature: 0.5000
maximum k*h_s/e_m: 0.8889
constant arriving stress, factor at h=0.2: 0.8332
Finite-element disc, h = 0.70, radius/thickness = 20
m = 2, relative difference from formula: 0.000 %
m = 1, nu = 0.2 and 0.4, factor: 0.2036
m = 1, formula factor: 0.2035
Neglected effects in the tantalum example
cubic constants C11, C12, C44: 266, 158, 87 GPa
biaxial modulus (100): 236.3 GPa
biaxial modulus (111): 326.7 GPa
(111) film on (100) foil: m = 1.382, factor = 0.4829
(100) film on (111) foil: m = 0.723, factor = 0.6756
finite-deflection loss, formula: 1.38 %
finite-deflection loss, plate: 1.30 %
density: 16.7 g/cm3
gravity curvature, edge-supported: 0.00151 1/m
gravity/bilayer curvature: 0.054 %
rough yield stress: 200 MPa
largest relaxed stress/yield: 0.31
```
